Single-film ellipsometry as a quadratic, with imaginary thickness as consistency test

Suppose that the complex reflection amplitude of a film could be measured for s-polarized light alone, in magnitude and in phase. A film of thickness d lies between an ambient (medium 0) and a thick substrate (medium 2). The layers are uniform and isotropic, and their interfaces are flat and sharp. Let c be the reflection coefficient of the ambient/film interface and e that of the film/substrate interface. Light that enters the film, reflects once at the bottom and returns to the top acquires the round-trip factor X. Summing all internal reflections gives

r_s = c + (1 − c²) e X [1 + (−c)eX + (−c)²e²X² + …] = c + (1 − c²)eX/(1 + ceX).

Here −c is the coefficient for reflection at the top interface from inside, and 1 − c² is the product of the transmission coefficients into and out of the film. Over the common denominator the terms in c² cancel:

r_s = (c + eX)/(1 + ceX).

This equation is linear in X once the denominator is cleared. From r_s + r_s c e X = c + eX follows

X = (r_s − c)/[e(1 − c r_s)].

If the film is transparent, X is a pure phase factor and must have magnitude 1. The measurement supplies two real numbers, but the thickness is one real number. The phase of X gives the thickness, and the magnitude of X is left over to say whether the data and the assumed indices agree.

An ellipsometer measures a ratio of two such amplitudes, which makes the equation quadratic instead of linear. The same division of labour survives.

The conventions are as follows. Fields vary as exp(+iωt), so an absorbing medium has index N = n − ik with k > 0. The ambient is transparent, φ is the angle of incidence, λ is the vacuum wavelength, and

ε_j = N_j², S = ε0 sin²φ, q_j = √(ε_j − S).

The root is taken with Re q > 0 and Im q ≤ 0. Throughout, a transparent film means one with a real index and ε1 > S, so that q1 is real; with ε1 < S the wave in the film would be evanescent and X would not be a phase factor. A wave travelling down the film varies as exp(−2πi q1 z/λ), so one descent and one ascent give

X = exp(−iκd), κ = 4πq1/λ.

The interface coefficients follow from continuity of the tangential fields. For s light take the tangential electric field as amplitude, and for p light the tangential magnetic field. The other tangential field is then proportional to Y times the amplitude, with opposite signs for the two directions of travel, where

Y_j = q_j for s, Y_j = q_j/ε_j for p.

At an interface from i to j, continuity requires 1 + r = t and Y_i(1 − r) = Y_j t. Hence

r_ij = (Y_i − Y_j)/(Y_i + Y_j), t_ij = 2Y_i/(Y_i + Y_j).

It follows that r_ji = −r_ij and t_ij t_ji = 4Y_iY_j/(Y_i + Y_j)² = 1 − r_ij², the two facts used in the sum above. They hold for both polarizations. With a and b denoting the p coefficients of the upper and lower interfaces,

r_p = (a + bX)/(1 + abX), r_s = (c + eX)/(1 + ceX).

With this choice of amplitudes r_p = −r_s at normal incidence. The measured angles Ψ and Δ are defined by

ρ = r_p/r_s = tanΨ exp(iΔ).

Both polarizations share the same X, because q1 does not depend on polarization in an isotropic film. Clearing denominators gives

ρ(1 + abX)(c + eX) = (a + bX)(1 + ceX).

The left side expands to ρ[c + (e + abc)X + abeX²], and the right side to a + (b + ace)X + bceX². Subtracting and collecting powers gives

A X² + B X + C = 0,

A = be(ρa − c),
B = ρ(e + abc) − (b + ace),
C = ρc − a.

With the indices, angle and wavelength known, the coefficients are numbers and

X = [−B ± √(B² − 4AC)]/(2A).

If A = 0 while B ≠ 0, the equation is linear and X = −C/B. If film and substrate have the same index, b = e = 0. Then A and B both vanish, and the remaining statement ρ = a/c contains no thickness. If the two roots coincide at finite, nonzero ρ, the derivative of the quadratic with respect to X vanishes there, and so does dρ/dX. The data are then insensitive to thickness to first order.

Taking the logarithm of X = exp(−iκd), with Ln the principal value, gives −iκd = Ln X − 2πim, and therefore

d = (i Ln X + 2πm)/κ, m an integer.

For a transparent film κ is real. Writing Ln X = ln|X| + i arg X separates the result:

Re d = (2πm − arg X)/κ, Im d = ln|X|/κ.

The imaginary part is the same for every m. A positive value means |X| > 1: the model would need a film that amplifies light. A negative value means that the model would need loss that the assumed film does not have. Neither is a physical thickness; Im d is a residual expressed in units of length. The real part repeats with the period

D = 2π/κ = λ/(2q1),

so one measurement of a transparent film cannot fix m.

As an example take silicon dioxide on silicon in air, at 632.8 nm and 70°, with indices 1.46 for the oxide and 3.88 − 0.02i for silicon. Simulated data for a 100 nm film, rounded to 0.01°, are Ψ = 41.23° and Δ = 79.53°, so that

ρ = tan(41.23°) exp(i 79.53°) = 0.15925 + 0.86177i.

With S = sin²70° = 0.8830 one finds q1 = √(2.1316 − 0.8830) = 1.1174. This gives κ = 0.02219 nm⁻¹ and D = 283.16 nm. The interface coefficients are

a = −0.21032, b = 0.35408 − 0.00211i,
c = −0.53129, e = −0.54224 + 0.00193i.

The constant term, for instance, is C = ρc − a = (−0.08461 + 0.21032) − 0.45785i = 0.12571 − 0.45785i. The other two are A = −0.09524 + 0.03571i and B = −0.37500 − 0.43102i. The roots are

X = −0.60389 − 0.79713i, |X| = 1.00005,
X = −1.36058 − 4.46496i, |X| = 4.66766.

The first has the phase −2.21913 rad, so with κ to more digits Re d = 2.21913/0.0221897 = 100.01 nm, with Im d = 0.002 nm left by the rounding of the data. The second has Im d = ln(4.66766)/0.02219 = 69.4 nm and is rejected.

The second root is a genuine solution of the equations, with a thickness that no film can have. This was tested on 40 random systems with film indices from 1.3 to 2.5, some absorbing, on absorbing substrates. A direct solution of Maxwell's equations through the layers supplied ρ. The quadratic recovered the true X, and the complex thickness of the other root, put back into the field equations, reproduced ρ; the largest relative deviation was below 10⁻¹⁴ in both cases. For the oxide example, 200 thicknesses spread over one period gave a second root with |Im d| no smaller than 46.8 nm. The choice of root is therefore clear at these settings. That is a result for this system, and another one needs its own scan.

Real data never give Im d = 0 to all digits, so the test needs a scale. Let L be the derivative of ln ρ with respect to d. Since

ln ρ = ln(a + bX) + ln(1 + ceX) − ln(1 + abX) − ln(c + eX)

and dX/dd = −iκX, the chain rule gives

L = −iκX [b/(a + bX) + ce/(1 + ceX) − ab/(1 + abX) − e/(c + eX)].

On the measured side ln ρ = ln tanΨ + iΔ, and the derivative of ln tanΨ is 1/(sinΨ cosΨ) = 2/sin2Ψ. Small errors in the angles, in radians, therefore shift the inferred thickness by

δd = [2δΨ/sin2Ψ + iδΔ]/L.

Because L is complex, errors in both angles generally enter both parts of d. For independent errors with standard deviations σ_Ψ and σ_Δ,

σ²(Im d) = [Im(1/L) · 2σ_Ψ/sin2Ψ]² + [Re(1/L) · σ_Δ]².

With assumed errors of 0.02° in Ψ and 0.05° in Δ, the 100 nm film has σ(Re d) = 0.036 nm and σ(Im d) = 0.045 nm. A test with 20,000 normally distributed data pairs gave 0.037 and 0.045 nm. Taking two standard deviations as the limit, the model is questioned when |Im d| exceeds 0.090 nm. For normal errors this raises a false alarm in about one case in twenty.

Now let the same data be analysed with the wrong oxide index 1.50. The result is d = 96.22 + 2.83i nm. The imaginary part is some thirty times the limit, so the test rejects the model, and the real part is indeed wrong by 3.8 nm.

How an index error divides between the two parts can be traced. The inferred thickness changes so that ρ stays at its measured value. To first order

0 = (∂ρ/∂n1)δn1 + (∂ρ/∂d)δd, δd = −[(∂ρ/∂n1)/(∂ρ/∂d)] δn1.

In the complex plane of ρ, ∂ρ/∂d points along the curve traced as the film grows. An index error that moves ρ along this curve is absorbed into a wrong but real thickness. The component across the curve produces Im d. For a transparent film the division can be made explicit, because n1 acts in two ways: through the interface coefficients at fixed X, and through κ inside X. The second way contributes

−i d (dκ/dn1) X (∂ρ/∂X), while ∂ρ/∂d = −iκX (∂ρ/∂X).

From q1² = n1² − S follows (dκ/dn1)/κ = n1/q1², so

δd = −[(∂ρ/∂n1)_X/(∂ρ/∂d) + d n1/q1²] δn1.

The second term is real: it exchanges index for thickness at constant optical path and never shows in the test. At first order, Im d comes entirely from the first term, the change of the interface reflections.

For the 100 nm film an index error of 0.01 changes d by −1.00 + 0.76i nm. Four times this, −3.99 + 3.05i nm, is the linear estimate for the index 1.50. The full inversion gave −3.78 + 2.83i nm, so terms beyond first order matter at the level of several per cent. An index error of about 0.0012 is enough to reach the limit of 0.090 nm.

There are films for which the test is blind to an error of the film index. The first is the half-wave film, d = D, for which X = 1. In terms of Y, the numerator and denominator of r = (a + b)/(1 + ab), each multiplied by (Y0 + Y1)(Y1 + Y2), are

(Y0 − Y1)(Y1 + Y2) + (Y0 + Y1)(Y1 − Y2) = 2Y1(Y0 − Y2),
(Y0 + Y1)(Y1 + Y2) + (Y0 − Y1)(Y1 − Y2) = 2Y1(Y0 + Y2).

The film drops out, and r = (Y0 − Y2)/(Y0 + Y2) is the reflection coefficient of the bare substrate. The same algebra holds for s and p. Consequently, whatever transparent index is assumed for the film, X = 1 remains a root of its quadratic, and Im d = 0 however large the index error. The real part is a multiple of the wrong period. In the example the true half-wave thickness is 283.16 nm, while the index 1.50 gives 270.62 nm with m = 1: an error of 12.5 nm that the test cannot see. The root X = 1 also admits m = 0, no film at all. The same holds at every multiple of D, and the blindness extends to neighbouring thicknesses: with the angular errors assumed here, the index 1.50 passes the test for true thicknesses from about 268 to 298 nm.

The second blind region is the very thin film. Here X is near 1 and ln ρ can be expanded. Differentiating r = (a + bX)/(1 + abX) gives

dr/dX = b(1 − a²)/(1 + abX)².

At X = 1 insert 1 − a² = 4Y0Y1/(Y0 + Y1)² and 1 + ab = 2Y1(Y0 + Y2)/[(Y0 + Y1)(Y1 + Y2)]. Then

dr/dX = Y0(Y1² − Y2²)/[Y1(Y0 + Y2)²].

Dividing by r = (Y0 − Y2)/(Y0 + Y2) and using δX = −iκd = −i(4πd/λ)q1 gives

δr/r = −i(4πd/λ) (q1/Y1) Y0 (Y1² − Y2²)/(Y0² − Y2²).

For s light, Y = q and q_i² − q_j² = ε_i − ε_j, so

δr_s/r_s = −i(4πd/λ) q0 (ε2 − ε1)/(ε2 − ε0).

For p light, q1/Y1 = ε1, Y0 = q0/ε0 and Y_j² = 1/ε_j − S/ε_j². The difference of squares factorizes:

Y_i² − Y_j² = [(ε_j − ε_i)/(ε_iε_j)](1 − S/ε_i − S/ε_j).

The prefactors ε1/ε0 and ε0/ε1 cancel, leaving

δr_p/r_p = −i(4πd/λ) q0 [(ε2 − ε1)/(ε2 − ε0)] (1 − S/ε1 − S/ε2)/(1 − S/ε0 − S/ε2).

Subtracting the s result replaces the last fraction by itself minus one, which equals S(ε1 − ε0)/[ε0ε1(1 − S/ε0 − S/ε2)]. Therefore, to first order in d,

δ ln ρ = −i(4πd/λ) q0 S (ε2 − ε1)(ε1 − ε0)/[(ε2 − ε0)ε0ε1(1 − S/ε0 − S/ε2)].

The expansion fails at the Brewster angle of a transparent bare substrate, where the last bracket vanishes because r_p itself is zero.

Thickness and film index enter only through the product d·f, with f = (ε2 − ε1)(ε1 − ε0)/ε1. If all indices are real, a wrong film index multiplies the inferred thickness by the real number f(true)/f(assumed). The first-order term then contributes nothing to Im d, which can begin at order d². With a real substrate index of 3.88 and the film index taken as 1.50 instead of 1.46, the factor is 0.964. Doubling the thickness from 0.2 to 0.4 nm multiplied Im d by 4.00, as a quadratic law requires.

The slight absorption of silicon changes little. The slope of ln ρ is 0.0005 − 0.0502i per nm, almost purely imaginary. Growth of a thin oxide therefore lowers Δ by about 2.9° per nm and hardly moves Ψ, so the pair of angles carries in effect one number about the film. A 3 nm film analysed with the index 1.50 yields d = 2.893 + 0.003i nm. The imaginary part is far below the film's own limit of 0.077 nm, although the thickness is 3.6% too small. The linear estimate of the index error needed to reach that limit is about 1, well outside the range of a linear estimate. Full inversion shows how wide the blind range is: with assumed indices from 1.2 to 2.0 the imaginary part stays below the limit, while the inferred thickness falls from 4.9 to 2.5 nm. An index of 2.5 is detected, with Im d = 0.105 nm. An index of 1.1 gives d = 8.57 − 0.16i nm. This exceeds 0.077 nm, but when the true index is unknown L must be evaluated with the assumed one, and the limit then becomes 0.22 nm, so even this index passes.

An absorbing film adds something new. Now κ is complex, and so is the period 2π/κ. Successive values of m change Im d by a fixed nonzero step, so for a given root at most one m gives a real thickness. The reality condition then selects the order as well. A model film of index 1.90 − 0.02i and thickness 400 nm on the same silicon has the period 191.56 + 2.67i nm. Its physical root gives

m = 1: 208.44 − 2.67i nm,
m = 2: 400.00 + 0.00i nm,
m = 3: 591.56 + 2.67i nm.

These are error-free data. In practice the order is determined if the step, here 2.67 nm, is large compared with the error of Im d, and if k is known well enough.

The condition Im d = 0 can also be used to find an index. Varying the assumed oxide index between 1.44 and 1.48 for the rounded 100 nm data makes Im d vanish at 1.460, with d = 100.01 nm. Two real data have then fixed two real unknowns. Nothing is left over, and Im d = 0 no longer tests anything. A further check needs another angle, another wavelength or independent knowledge of the index.

The example is close to a thermally oxidized silicon wafer measured with a helium–neon laser. The indices are rough typical values, and the angular errors are assumed, not those of a particular instrument. Real samples and instruments break several assumptions. The following shifts were computed for the 100 nm film, one change at a time, and are to be compared with the limit of 0.090 nm on |Im d|. An added 1 nm layer of mixed oxide and silicon at the lower interface shifts d by +0.70 − 0.25i nm and is detected. An angle of incidence 0.05° larger than assumed gives −0.01 − 0.17i nm: the alarm sounds although the thickness is nearly right. A substrate index higher by 0.01 gives +0.04 + 0.09i nm, at the edge of detection. A spread of ±1° in the angle of incidence, evenly weighted and within the plane of incidence, gives +0.00 − 0.07i nm, and 1 nm of half-void surface roughness, with the amount of oxide held fixed, −0.01 + 0.01i nm; both pass.

The size of Im d is thus no measure of the thickness error, and separate faults can cancel. To first order, the −0.25 nm of the mixed layer is offset by assuming an oxide index too high by 0.25/76 ≈ 0.003. The real part would still be wrong by about 0.70 − 0.33 = 0.37 nm, four times the limit set on the imaginary part. An imaginary thickness well beyond its error shows that something in the model or the data is wrong, without saying what. A real thickness shows that no fault has been detected, and how much that is worth depends on the sensitivity at that thickness. For an error of the film index, the numerical output below lists the change of d at several thicknesses up to one period.

Computed values

```
random systems: worst relative miss of true X 5.7e-15
random systems: worst relative rho miss, other root 6.2e-15
wavelength 632.8 nm, angle 70.0 deg
indices: oxide 1.46, silicon 3.88-0.02j, wrong oxide 1.5
true thickness 100.0 nm; data Psi 41.23 deg, Delta 79.53 deg
rho of data 0.15925+0.86177j
a -0.21032+0.00000j, b 0.35408-0.00211j
c -0.53129+0.00000j, e -0.54224+0.00193j
kappa 0.022190 1/nm, period 283.158 nm
A -0.09524+0.03571j, B -0.37500-0.43102j, C 0.12571-0.45785j
root X -1.36058-4.46496j, |X| 4.66766, d 84.119+69.431j nm
root X -0.60389-0.79713j, |X| 1.00005, d 100.007+0.002j nm
second root over one period: smallest |Im d| 46.79 nm
100 nm film: sigma Re d 0.0364 nm, sigma Im d 0.0451 nm (sampled 0.0367, 0.0448)
3 nm film: sigma Re d 0.0180 nm, sigma Im d 0.0385 nm (sampled 0.0180, 0.0382)
assumed errors: Psi 0.02 deg, Delta 0.05 deg
100 nm film: limit on |Im d| 0.0902 nm
  index 1.46: d 100.0071+0.0022j nm; index 1.5: d 96.2246+2.8314j nm
d 3.0 nm: change of d per 0.01 of index -0.0296+0.0008j nm
d 50.0 nm: change of d per 0.01 of index -0.5703+0.2109j nm
d 100.0 nm: change of d per 0.01 of index -0.9982+0.7620j nm
d 141.6 nm: change of d per 0.01 of index -1.6587+0.6908j nm
d 200.0 nm: change of d per 0.01 of index -2.3761+0.6571j nm
d 283.2 nm: change of d per 0.01 of index -3.3111+0.0000j nm
d 3 nm: index error reaching the limit (linear) 1.0087
d 100 nm: index error reaching the limit (linear) 0.0012
Im d = 0 by varying index: index 1.45997, d 100.010 nm
3 nm film, index 1.5: d 2.89311+0.00291j nm, limit 0.0769 nm
thin-film slope of ln rho 0.00047-0.05019j 1/nm (numeric 0.00047-0.05019j)
real substrate: thickness scale factor 0.96440, Im d ratio on doubling d 4.000
half-wave film 283.158 nm, index 1.5: |X-1| 3.8e-16, d 270.617 nm
absorbing film index 1.90-0.02j, true d 400.0 nm, period 191.558+2.669j nm
  m 0: d 16.883 nm, Im d -5.338 nm
  m 1: d 208.442 nm, Im d -2.669 nm
  m 2: d 400.000 nm, Im d 0.000 nm
  m 3: d 591.558 nm, Im d 2.669 nm
  m 4: d 783.117 nm, Im d 5.338 nm
  other root: smallest |Im d| 40.300 nm
neglected effects, shift of d (real and imaginary part):
  1 nm mixed oxide/silicon layer: +0.6976 nm, -0.2493 nm
  1 nm roughness, half void: -0.0094 nm, +0.0117 nm
  angle offset 0.05 deg: -0.0120 nm, -0.1702 nm
  substrate index +0.01: +0.0372 nm, +0.0893 nm
  beam convergence +-1 deg: +0.0029 nm, -0.0650 nm
  convergence average, 8 to 16 angles: change 3.6e-14 nm
```
